# Zero gaps in CCSD and screening in the electron gas: a numerical check

```python
"""Does coupled cluster need an orbital-energy gap?

Results under test:
 (1) CCSD amplitudes solve R(t) = 0; the update t -= R/P has the same fixed
     point for different preconditioners P, even when the gap is exactly zero.
 (2) In the uniform electron gas the second-order (MP2) direct energy per
     electron diverges at small momentum transfer q, while the ring part of
     coupled-cluster doubles stays finite and equals the RPA energy.
Electron-gas symbols: momenta in units of the Fermi momentum kf, energies in
units of kf^2 hartree; delta = particle-hole energies, dens = their
spin-summed densities, v = 4 pi/(kf q^2), u = sqrt(dens).
Ring equation: (delta_i + delta_j) t_ij + v g_i g_j = 0 with g = u + t u.
Energy per electron: (3/4) kf^2 * integral of q^2 w(q), w = v u.t.u.
"""
import itertools
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import solve_continuous_lyapunov

HARTREE_EV = physical_constants["Hartree energy in eV"][0]

# ---------- Part 1: four-site Hubbard ring with exactly zero gap ----------
n_modes, hubbard_u = 8, 1.0          # mode = 2*(momentum or site) + spin
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])


def annihilator(mode):
    """Jordan-Wigner matrix of the annihilation operator of one mode."""
    out = np.eye(1)
    for m in range(n_modes):
        factor = parity if m < mode else lower if m == mode else np.eye(2)
        out = np.kron(out, factor)
    return out


states = [s for s in range(2**n_modes) if bin(s).count("1") == 4]
sector = np.ix_(states, states)
ann = [annihilator(m) for m in range(n_modes)]
cre = [a.T for a in ann]
hop = {(p, q): cre[p] @ ann[q] for p in range(8) for q in range(8)}

# site representation, used only for exact diagonalization
h_site = np.zeros((256, 256))
for site in range(4):
    nxt = (site + 1) % 4
    for spin in range(2):
        bond = hop[2 * site + spin, 2 * nxt + spin]
        h_site -= bond + bond.T
    h_site += hubbard_u * (hop[2 * site, 2 * site]
                           @ hop[2 * site + 1, 2 * site + 1])
e_exact = np.linalg.eigvalsh(h_site[sector])[0]

# momentum representation, used for coupled cluster
level = np.round([-2 * np.cos(np.pi * (m // 2) / 2) for m in range(8)], 12)
h_mom = sum(level[m] * hop[m, m] for m in range(8))
for k1, k2, k3 in itertools.product(range(4), repeat=3):
    k4 = (k1 + k2 - k3) % 4
    h_mom = h_mom + hubbard_u / 4 * (hop[2 * k1, 2 * k4]
                                     @ hop[2 * k2 + 1, 2 * k3 + 1])
h_mom = h_mom[sector]
assert abs(np.linalg.eigvalsh(h_mom)[0] - e_exact) < 1e-10

reference = np.zeros(len(states))
reference[states.index(0b11110000)] = 1.0      # momenta 0 and pi/2 filled
occ, vir = range(4), range(4, 8)
excitations, denominators, ranks = [], [], []
for i in occ:
    for a in vir:
        excitations.append(hop[a, i][sector])
        denominators.append(level[a] - level[i])
        ranks.append(1)
for i, j in itertools.combinations(occ, 2):
    for a, b in itertools.combinations(vir, 2):
        excitations.append((hop[a, i] @ hop[b, j])[sector])
        denominators.append(level[a] + level[b] - level[i] - level[j])
        ranks.append(2)
excitations = np.array(excitations)
denominators, ranks = np.array(denominators), np.array(ranks)
excited = excitations @ reference


def exp_action(matrix, vector):
    """exp(matrix) @ vector for an excitation matrix (series terminates)."""
    total, term = vector.copy(), vector.copy()
    for order in range(1, 6):
        term = matrix @ term / order
        total = total + term
    return total


def solve_ccsd(preconditioner, steps=500):
    """CCSD from its definition, projections of exp(-T) H exp(T)|ref>."""
    amp = np.zeros(len(excitations))
    for _ in range(steps):
        cluster = np.tensordot(amp, excitations, 1)
        vec = exp_action(-cluster, h_mom @ exp_action(cluster, reference))
        residual = excited @ vec
        amp = amp - residual / preconditioner
    return reference @ vec, amp, np.abs(residual).max()


e_ref = reference @ h_mom @ reference
driver = excited @ h_mom @ reference
zero_pair = np.where((ranks == 2) & (denominators == 0)
                     & (np.abs(driver) > 1e-12))[0]
assert len(zero_pair) == 1                      # MP2 divides by zero here
e_shift, t_shift, r_shift = solve_ccsd(denominators + 1.0)
e_const, t_const, r_const = solve_ccsd(np.full(len(denominators), 6.0))
assert max(r_shift, r_const) < 1e-9
assert abs(e_shift - e_const) < 1e-8
assert np.abs(t_shift[ranks == 1]).max() < 1e-10   # singles vanish
assert abs(e_shift - e_exact) < 0.05               # CCSD is approximate

print("HUBBARD RING, 4 sites, 4 electrons; energies in units of hopping")
print(f"interaction U                        {hubbard_u:.3f}")
print(f"orbital gap                          {level[vir].min()-level[occ].max():.3f}")
print(f"integral over the zero denominator   {abs(driver[zero_pair[0]]):.4f}")
print(f"reference energy                     {e_ref:.6f}")
print(f"CCSD, P = differences + 1            {e_shift:.8f}")
print(f"CCSD, P = 6 for every amplitude      {e_const:.8f}")
print(f"exact diagonalization                {e_exact:.8f}")
print(f"size of the zero-gap amplitude       {abs(t_shift[zero_pair[0]]):.6f}")

# two electrons in two orbitals: the pair equation against diagonalization
pair_v = 0.25
for pair_gap in (0.0, 0.1, 1.0):
    root = (pair_gap - np.sqrt(pair_gap**2 + 4 * pair_v**2)) / (2 * pair_v)
    lowest = np.linalg.eigvalsh([[0, pair_v], [pair_v, pair_gap]])[0]
    assert abs(pair_v * root - lowest) < 1e-12
    mp2 = f"{-pair_v**2 / pair_gap:.5f}" if pair_gap else "infinite"
    print(f"one pair, v=0.25, D={pair_gap:.1f}: CCD {pair_v*root:.5f}, MP2 {mp2}")

# ---------- Part 2: uniform electron gas ----------
rs = 4.0
kf = (9 * np.pi / 4) ** (1 / 3) / rs


def gauss(low, high, count):
    x, wt = np.polynomial.legendre.leggauss(count)
    return (low + high + (high - low) * x) / 2, (high - low) * wt / 2


def particle_hole_nodes(q, count=18):
    """Energies and densities of the excitations k -> k+q, free electrons."""
    if q < 2:
        y1, w1 = gauss(0, 1 - q / 2, count)
        y2, w2 = gauss(1 - q / 2, 1 + q / 2, count)
        y = np.concatenate([y1, y2])
        area = np.concatenate([2 * np.pi * q * y1,
                               np.pi * (1 - (y2 - q / 2) ** 2)])
        wt = np.concatenate([w1, w2])
    else:
        y, wt = gauss(q / 2 - 1, q / 2 + 1, count)
        area = np.pi * (1 - (y - q / 2) ** 2)
    return q * y, area * wt / (4 * np.pi**3)


def coulomb(q):
    return 4 * np.pi / (kf * q**2)


def mp2_w(delta, dens, v):
    return -v**2 * np.sum(np.outer(dens, dens) / np.add.outer(delta, delta))


def solve_ring(delta, dens, v):
    """Newton solution; its first step keeps only the linear ring terms."""
    u, diag = np.sqrt(dens), np.diag(delta)
    t, history = np.zeros((len(u), len(u))), [0.0]
    for _ in range(50):
        g = u + t @ u
        residual = diag @ t + t @ diag + v * np.outer(g, g)
        t = t + solve_continuous_lyapunov(diag + v * np.outer(g, u), -residual)
        t = (t + t.T) / 2
        history.append(v * u @ t @ u)
        if abs(history[-1] - history[-2]) < 1e-11 * abs(history[-1]):
            break
    return history[1], history[-1], t


def lindhard_w(q, v):
    """RPA frequency integral with the analytic Lindhard function."""
    z = np.linspace(-16, 13, 1600)
    s = np.exp(z)                              # imaginary frequency / q
    log = np.log1p(2 * q / (s**2 + (1 - q / 2) ** 2))
    angle = np.arctan((1 + q / 2) / s) + np.arctan((1 - q / 2) / s)
    chi = -(1 + (1 + s**2 - q**2 / 4) / (2 * q) * log - s * angle) / (2 * np.pi**2)
    integrand = np.log1p(-v * chi) + v * chi
    return np.sum(integrand * s) * (z[1] - z[0]) * q / np.pi


# integrate over q, panel by panel
panels = []
for low, high in ((1e-3, 1e-2), (1e-2, 1e-1), (1e-1, 1.0), (1.0, 2.0)):
    x, wt = gauss(np.log(low), np.log(high), 10)
    panels.append((np.exp(x), wt * np.exp(x)))
x, wt = gauss(0, 1, 10)
panels.append((2 / x, 2 * wt / x**2))
parts = np.zeros((len(panels), 4))             # MP2, linear ring, ring, RPA
for row, (qs, wts) in enumerate(panels):
    for q, wt in zip(qs, wts):
        delta, dens = particle_hole_nodes(q)
        v = coulomb(q)
        w_lin, w_ring, _ = solve_ring(delta, dens, v)
        values = [mp2_w(delta, dens, v), w_lin, w_ring, lindhard_w(q, v)]
        parts[row] += 0.75 * kf**2 * wt * q**2 * np.array(values)
energy = {1e-3: parts.sum(0), 1e-2: parts[1:].sum(0), 1e-1: parts[2:].sum(0)}

print(f"ELECTRON GAS rs = {rs:.1f} bohr, kf = {kf:.5f} 1/bohr")
print("energy per electron in hartree, momenta below qmin left out")
print("qmin/kf  electrons   MP2 direct  linear ring  full ring")
for qmin in (1e-1, 1e-2, 1e-3):
    count = (2 * np.pi / qmin) ** 3 / (3 * np.pi**2)
    e = energy[qmin]
    print(f"{qmin:<8.3f} {count:9.2e} {e[0]:11.5f} {e[1]:12.6f} {e[2]:11.6f}")
final = energy[1e-3]
assert abs(final[2] / final[3] - 1) < 5e-4     # quadrature error only
print(f"RPA from Lindhard function           {final[3]:.6f} hartree")
print(f"full ring energy per electron        {final[2]*HARTREE_EV:.4f} eV")

mp2_decade = -2 / np.pi**2 * (1 - np.log(2)) * np.log(10)
assert abs(parts[0, 0] / mp2_decade - 1) < 0.01
ring_decade = -3 * kf / (8 * np.pi) * (1e-4 - 1e-6)
assert abs(parts[0, 2] / ring_decade - 1) < 0.03   # next order in q left out
print("contribution of 0.001 < q/kf < 0.01, in hartree:")
print(f"  MP2 computed {parts[0,0]:.5f}, logarithmic law {mp2_decade:.5f}")
print(f"  ring computed {parts[0,2]:.3e}, limiting law {ring_decade:.3e}")
print(f"ring remainder below 0.001 kf        {-3*kf/(8*np.pi)*1e-6:.1e} hartree")

# leading and next term of w at small q
q = 0.01
delta, dens = particle_hole_nodes(q)
w_lin, w_ring, _ = solve_ring(delta, dens, coulomb(q))
leading = -1 / (np.pi * kf * q)
plasma = np.sqrt(3 / rs**3) / kf**2
assert abs(w_ring - leading - plasma) < 2 * q
assert abs(w_lin / leading - 0.5) < 0.02
print(f"q=0.01 kf: w/leading, full ring      {w_ring/leading:.4f}")
print(f"q=0.01 kf: w/leading, linear ring    {w_lin/leading:.4f}")
print(f"q=0.01 kf: w - leading               {(w_ring-leading)*kf**2:.4f} hartree")
print(f"plasma energy sqrt(3/rs^3)           {plasma*kf**2:.4f} hartree")

# Jacobian spectrum at the solution against RPA excitation energies
q = 0.1
delta, dens = particle_hole_nodes(q)
v, u = coulomb(q), np.sqrt(dens)
_, w_small_q, t = solve_ring(delta, dens, v)
jacobian = np.diag(delta) + v * np.outer(u + t @ u, u)
found = np.sort(np.linalg.eigvals(jacobian).real)
root = np.sqrt(delta) * u
rpa = np.sqrt(np.linalg.eigvalsh(np.diag(delta**2) + 2 * v * np.outer(root, root)))
assert np.abs(found - rpa).max() < 1e-6 and found[0] > 0
print(f"q=0.1 kf: lowest RPA energy on grid  {rpa[0]*kf**2:.2e} hartree")
print(f"q=0.1 kf: highest (plasmon)          {rpa[-1]*kf**2:.4f} hartree")


def plain_division(q, steps=200):
    """Update that divides by bare energy differences; None if it blows up."""
    delta, dens = particle_hole_nodes(q)
    v, u = coulomb(q), np.sqrt(dens)
    t = np.zeros((len(u), len(u)))
    for step in range(1, steps + 1):
        g = u + t @ u
        t = -v * np.outer(g, g) / np.add.outer(delta, delta)
        if np.abs(t).max() > 1e8:
            return None, step
    return v * u @ t @ u, steps


w_division, _ = plain_division(3.0)
_, w_newton, _ = solve_ring(*particle_hole_nodes(3.0), coulomb(3.0))
assert w_division is not None and abs(w_division / w_newton - 1) < 1e-9
blown, blow_step = plain_division(0.1)
assert blown is None and np.isfinite(w_small_q)
print(f"q=3 kf: w by division, by Newton     {w_division:.8f} {w_newton:.8f}")
print(f"q=0.1 kf: division exceeds 1e8 at step {blow_step}")
print(f"q=0.1 kf: w by Newton (kf^2 hartree) {w_small_q:.5f}")


# Hartree-Fock orbital energies: nodes in a thin shell at the Fermi surface
def hartree_fock_nodes(q, count=10):
    mu, wmu = gauss(0, 1, count)
    part, wpart = gauss(0, 1, count)
    mu, part = [m.ravel() for m in np.meshgrid(mu, part, indexing="ij")]
    dens = q * mu * np.outer(wmu, wpart).ravel() / (2 * np.pi**2)

    def exchange(depth):                       # depth = 1 - k/kf
        return (depth * (2 - depth) / (2 * (1 - depth))
                * np.log(np.abs((2 - depth) / depth)))
    shift = exchange(part * q * mu) - exchange(-(1 - part) * q * mu)
    return q * mu, q * mu + shift / (np.pi * kf), dens


ratios = {}
for q in (1e-2, 1e-4, 1e-8, 1e-12):
    free, hf, dens = hartree_fock_nodes(q)
    ratios[q] = mp2_w(hf, dens, 1.0) / mp2_w(free, dens, 1.0)
    print(f"MP2 integrand, HF/free energies, q={q:.0e} kf: {ratios[q]:.4f}")
slope = (1 / ratios[1e-12] - 1 / ratios[1e-8]) / np.log(1e4)
assert abs(slope * np.pi * kf - 1) < 0.03      # inverse grows as ln(1/q)
print(f"slope of inverse ratio in ln(1/q)    {slope:.4f}")
print(f"1/(pi kf)                            {1/(np.pi*kf):.4f}")
q = 1e-3
_, hf, dens = hartree_fock_nodes(q)
_, w_hf, _ = solve_ring(hf, dens, coulomb(q))
assert abs(-w_hf * np.pi * kf * q - 1) < 0.02
print(f"HF energies, ring w/leading, q=0.001 {-w_hf*np.pi*kf*q:.4f}")
print("tests ok")
```

Output:

```
HUBBARD RING, 4 sites, 4 electrons; energies in units of hopping
interaction U                        1.000
orbital gap                          0.000
integral over the zero denominator   0.2500
reference energy                     -3.000000
CCSD, P = differences + 1            -3.34390484
CCSD, P = 6 for every amplitude      -3.34390484
exact diagonalization                -3.34084762
size of the zero-gap amplitude       1.007125
one pair, v=0.25, D=0.0: CCD -0.25000, MP2 infinite
one pair, v=0.25, D=0.1: CCD -0.20495, MP2 -0.62500
one pair, v=0.25, D=1.0: CCD -0.05902, MP2 -0.06250
ELECTRON GAS rs = 4.0 bohr, kf = 0.47979 1/bohr
energy per electron in hartree, momenta below qmin left out
qmin/kf  electrons   MP2 direct  linear ring  full ring
0.100     8.38e+03    -0.16892    -0.041542   -0.046284
0.010     8.38e+06    -0.31203    -0.041824   -0.046800
0.001     8.38e+09    -0.45521    -0.041827   -0.046806
RPA from Lindhard function           -0.046805 hartree
full ring energy per electron        -1.2736 eV
contribution of 0.001 < q/kf < 0.01, in hartree:
  MP2 computed -0.14318, logarithmic law -0.14318
  ring computed -5.616e-06, limiting law -5.670e-06
ring remainder below 0.001 kf        -5.7e-08 hartree
q=0.01 kf: w/leading, full ring      0.9859
q=0.01 kf: w/leading, linear ring    0.4999
q=0.01 kf: w - leading               0.2150 hartree
plasma energy sqrt(3/rs^3)           0.2165 hartree
q=0.1 kf: lowest RPA energy on grid  9.27e-05 hartree
q=0.1 kf: highest (plasmon)          0.2172 hartree
q=3 kf: w by division, by Newton     -0.00110185 -0.00110185
q=0.1 kf: division exceeds 1e8 at step 3
q=0.1 kf: w by Newton (kf^2 hartree) -5.75631
MP2 integrand, HF/free energies, q=1e-02 kf: 0.1938
MP2 integrand, HF/free energies, q=1e-04 kf: 0.1216
MP2 integrand, HF/free energies, q=1e-08 kf: 0.0698
MP2 integrand, HF/free energies, q=1e-12 kf: 0.0489
slope of inverse ratio in ln(1/q)    0.6636
1/(pi kf)                            0.6634
HF energies, ring w/leading, q=0.001 0.9964
tests ok
```
